# Why contact-array failure is least at an intermediate printed diameter

In positive-tone resist, raising the exposure dose enlarges every contact hole and has two opposite effects on random failures. It lifts the photon count at the hole centres further above the clearing threshold, so missing holes become rarer. It also lifts the count in the walls towards the same threshold, so merged holes become more common. When individual failures are rare, the failure probability is least where one more increment of dose creates as many mergers as it prevents missing holes. In the model below, with mean counts \(A\) at a hole centre and \(B\) in a wall, and with \(n\) photons needed to clear the resist, this happens when

\[
A-B=n\ln\frac{A}{B}-\ln 2 .
\]

For a 40 nm pitch example this model puts the minimum at a diameter of 21.1 nm. Missing holes dominate below almost the same diameter, and merging holes above it. The model judges each hole and wall by a single disk; judging whole holes and connected paths instead can shift the minimum and make failures far rarer.

## The model

Take a large square array of pitch \(p\) in positive-tone resist, which dissolves where it has been exposed enough. With the origin at a hole centre and \(k=2\pi/p\), the image relative to its spatial mean is

\[
I(x,y)=1+\frac m2(\cos kx+\cos ky).
\]

Photons are absorbed independently, so the number absorbed in any region is Poisson distributed. Chemical blur is represented by counting photons in a disk of radius \(a\), taken through the whole film. A disk is open if its count is at least \(n\). A hole is called missing if the disk at its centre is closed. Two neighbours are called merged if the disk midway between them is open.

Averaging \(\cos k(x+\xi)\) over a disk leaves \(\cos kx\) times the average of \(\cos k\xi\), because the sine part cancels by symmetry. The angular average of \(\cos k\xi\) at distance \(\rho\) is \(J_0(k\rho)\), and \(zJ_0(z)=d[zJ_1(z)]/dz\), so

\[
\frac{2}{a^2}\int_0^a J_0(k\rho)\,\rho\,d\rho=\frac{2J_1(ka)}{ka},
\qquad M=m\,\frac{2J_1(ka)}{ka}.
\]

The mean disk count is therefore \(bE[1+(M/2)(\cos kx+\cos ky)]\), where \(E\) is the spatial-mean dose at the wafer and \(b\) is the mean count per unit dose. At the wall point \((p/2,0)\) the two cosines cancel. At the centre they add. Hence

\[
B=bE,\qquad A=bE(1+M)=rB,\qquad r=1+M .
\]

The printed diameter \(D\) is the width, along an array axis, of the contour where the mean count equals \(n\). Setting \(x=D/2\) and \(y=0\) gives

\[
\frac nB=1+\frac M2\left(1+\cos\frac{\pi D}{p}\right).
\]

A larger dose lowers \(n/B\), hence lowers the cosine and raises \(D\). The diameter grows from zero, where \(A=n\), to \(p\), where \(B=n\). Dose and diameter are thus interchangeable labels in this range. Diameter changes made by altering the mask also alter the image, and they are not treated here.

## Why there is one minimum

The two failure probabilities are

\[
q_{\rm miss}=\sum_{j=0}^{n-1}\frac{e^{-A}A^j}{j!},\qquad
q_{\rm merge}=1-\sum_{j=0}^{n-1}\frac{e^{-B}B^j}{j!}.
\]

Differentiating such a sum with respect to its mean \(\mu\) gives, for each \(j\ge1\), the term \(e^{-\mu}[\mu^{j-1}/(j-1)!-\mu^j/j!]\), and \(-e^{-\mu}\) for \(j=0\). Neighbouring terms cancel, leaving

\[
\frac{d}{d\mu}\sum_{j=0}^{n-1}\frac{e^{-\mu}\mu^j}{j!}
=-\frac{e^{-\mu}\mu^{n-1}}{(n-1)!}.
\]

So missing falls strictly with dose and merging rises strictly.

Each hole has two walls to its account, since each wall is shared by two holes; array edges are ignored. The expected number of failures per hole is \(F=q_{\rm miss}+2q_{\rm merge}\). Since \(dA/dE=A/E\) and \(dB/dE=B/E\),

\[
\frac{dF}{dE}=\frac{2e^{-B}B^n-e^{-A}A^n}{E\,(n-1)!}.
\]

The ratio of the rising part to the falling part is

\[
R=2\left(\frac BA\right)^n e^{A-B}=2r^{-n}e^{bME}.
\]

It increases with dose, so \(F\) can turn from falling to rising once at most. Setting \(R=1\) and taking the logarithm gives the opening formula, or

\[
E_*=\frac{n\ln r-\ln2}{bM}.
\]

For an array of \(N\) holes whose disks do not overlap, the counts are independent and

\[
P=1-(1-q_{\rm miss})^N(1-q_{\rm merge})^{2N}.
\]

Differentiating the logarithm of the survival probability \(1-P\) divides the missing slope by \(1-q_{\rm miss}\) and the merging slope by \(1-q_{\rm merge}\). The slope ratio becomes

\[
R\,\frac{1-q_{\rm miss}}{1-q_{\rm merge}} .
\]

Every factor increases with dose. The product tends to zero at zero dose, where all holes are missing, and to infinity at large dose, where all walls are open. The array probability therefore has one minimum in dose, at a place independent of \(N\). When failures are rare the extra factor is nearly one, and \(E_*\) locates this minimum too.

## When the minimum is printable

A minimum in dose need not fall at a diameter between zero and \(p\). For \(F\), a positive diameter requires \(A>n\) at \(E_*\). Because \(A=(A-B)r/(r-1)\), this means

\[
(n\ln r-\ln2)\frac{r}{r-1}>n
\quad\Longrightarrow\quad
n>\frac{r\ln2}{r\ln r-r+1}.
\]

The upper limit causes no difficulty: \(B=(n\ln r-\ln2)/(r-1)<n\), since \(\ln r<r-1\).

For weak contrast the denominator is approximately \(M^2/2\), and the condition becomes \(nM>\sqrt{2n\ln2}\). The difference in count between centre and wall must exceed roughly the Poisson noise. At \(r=1.1\) the full condition demands more than 157.5 photons. With fewer, \(F\) rises throughout the printable range and has no interior minimum there. Failures are then common, and \(F\) is no longer a good guide to the array probability.

## Where the minimum lies

With many photons \(\ln2\) is negligible beside \(n\ln r\), and

\[
n\simeq\frac{A-B}{\ln(A/B)},
\]

which is the logarithmic mean of the two counts. Dividing by \(B\) gives \(n/B=M/\ln(1+M)\), and the contour equation yields

\[
\cos\frac{\pi D}{p}=\frac{2}{\ln(1+M)}-\frac2M-1 .
\]

The logarithmic mean is below the arithmetic mean, which is the level at which \(D=p/2\). For this image form the best diameter in this limit is therefore somewhat above half the pitch. The centre has the larger count and the larger absolute noise, so it needs the larger margin. The neglected \(\ln2\) expresses the two walls per hole and moves the optimum to a slightly smaller diameter.

The same balance governs a change of threshold at fixed dose. Raising the threshold from \(n\) to \(n+1\) changes \(F\) by the probability that the centre count equals \(n\), minus twice the probability that the wall count does. The ratio of these two terms is \(r^n e^{-(A-B)}/2\), which grows with \(n\) and passes one at \(n\ln r=A-B+\ln2\). That is the opening formula again. At 30 mJ/cm² in the example below, this line lies at 435.23 photons, and the best integer threshold found by direct search is the next one, 436.

## A worked case

Take \(p=40\) nm, \(a=5\) nm, \(m=0.85\), an absorbed fraction of 0.20, \(n=400\) and ten million holes. At a wavelength of 13.5 nm, 1 mJ/cm² supplies 0.6796 photons/nm², so

\[
b=0.20\times0.6796\times\pi(5)^2=10.675
\]

photons per mJ/cm². Blurring gives \(M=0.786\) and \(r=1.786\). Then

\[
E_*=\frac{400\ln1.786-\ln2}{10.675\times0.786}\simeq27.6\ \text{mJ/cm}^2 .
\]

Numerical minimization of the Poisson sums gives the same dose. The means are \(A=525.6\) and \(B=294.3\), and \(D=21.1\) nm; the many-photon formula gives 21.2 nm. The minimum is \(F=1.05\times10^{-8}\), so ten million holes have 0.105 expected failures and an array failure probability of \(1-e^{-0.105}\simeq0.10\).

| \(D\) (nm) | Missing per hole | Merging per hole | Array failure |
|---:|---:|---:|---:|
| 17 | \(6.4\times10^{-5}\) | \(1.4\times10^{-13}\) | 1.00 |
| 19 | \(1.1\times10^{-6}\) | \(2.8\times10^{-11}\) | 1.00 |
| 21 | \(6.3\times10^{-9}\) | \(4.6\times10^{-9}\) | 0.10 |
| 23 | \(1.0\times10^{-11}\) | \(4.9\times10^{-7}\) | 0.99 |
| 25 | \(5.0\times10^{-15}\) | \(3.0\times10^{-5}\) | 1.00 |

The merging column includes both walls. Between neighbouring rows each rate changes by a factor of more than 50, which makes the valley narrow; outside this range of diameters one of the rates changes more slowly.

The two rates are not equal at the minimum, because their slopes balance there and their values need not. Let \(w=e^{-A}A^n/n!=2e^{-B}B^n/n!\), the equality being the condition \(R=1\). Summing each tail as an approximate geometric series away from \(n\),

\[
q_{\rm miss}\simeq w\,\frac{n/A}{1-n/A}=\frac{wn}{A-n},
\qquad
2q_{\rm merge}\simeq\frac{w}{1-B/n}=\frac{wn}{n-B}.
\]

Their ratio is \((n-B)/(A-n)=105.7/125.6=0.84\), as the full sums also give. The rates cross at 21.06 nm, just below the minimum at 21.09 nm.

## How deep the minimum is

In the many-photon limit \(A=nu\), with \(u=r\ln r/(r-1)\). Stirling's formula \(n!\simeq\sqrt{2\pi n}\,n^ne^{-n}\) gives

\[
w\simeq\frac{e^{-n(u-1-\ln u)}}{\sqrt{2\pi n}},
\qquad
\ln F\simeq-n(u-1-\ln u)-\tfrac12\ln n+\text{constant}.
\]

The \(\ln2\) shift and the tail factors alter the constant at this order. Here the coefficient of \(n\) is 0.0419. Doubling the threshold to 800 photons, with the dose re-optimized and pitch, blur, contrast and absorption held fixed, should change \(\ln F\) by \(-400(0.04186)-\frac12\ln2=-17.1\). The computed minimum falls to \(4.0\times10^{-16}\), which agrees.

## What survives beyond single disks

A higher dose can be built by adding photons to an existing random pattern. If added photons can open resist but never close it, no missing hole can be created and no merger undone. This holds when whole holes and connected paths are judged, so the opposing trends do not depend on the two-disk rule. The array still fails with certainty at both extremes of dose, so a minimum lies between them, although its uniqueness is not guaranteed by this argument.

A two-dimensional simulation with \(n=30\) tested this on 4000 hole pairs. A hole was missing if no part of it opened, and a pair merged if an open path joined the holes. Missing dominated at the lowest dose, merging at the highest, and the minimum lay between. Its position and depth, however, differed greatly from the two-disk result: about 14 nm instead of 19.4 nm, and 0.0006 failures per hole instead of 0.17. The simulated minimum rests on five missing holes, a coarse dose grid and 2 nm pixels, so its position and depth are rough. With a finer dose grid and more samples the valley is flat from about 12 to 16 nm, and its depth goes from about 0.0009 with 2 nm pixels to 0.0003–0.0005 with 1 nm pixels. A closed centre is necessary for a wholly closed hole but not sufficient, so the disk rule overestimates missing. The discrepancy is also large at \(n=400\). An exponential (Chernoff) bound applied to all the disks in a hole together shows that, at a diameter of 21 nm, a wholly closed hole is at least ten thousand times rarer than a closed centre. The optimum diameter and the 10% array failure in the worked case therefore belong to the two-disk rule; the whole-hole optimum at \(n=400\) was not determined.

## Comparison with real resists

The pitch, wavelength, blur and absorption are round values suggested by extreme-ultraviolet contact printing in chemically amplified resist, but the image is a weak one. Its form limits \(r\) to at most 2. The value \(m=0.85\) is the contrast between a centre and the diagonal corner; the centre-to-wall contrast is only 0.30, and the normalized log-slope \(D\,|d\ln I/dx|\) at 21 nm is 1.0. An ideal four-beam image at this pitch, from a thin mask with openings of 0.5 to 0.6 of the pitch, has a log-slope near 3 and \(r\) of about 7 to 11 after blurring. The opening formula still holds for such an image, but the diameter formulas do not: the two-disk optimum moves to 24–25 nm and becomes many orders of magnitude deeper at the same threshold. The dose is a spatial mean at the wafer, not the open-field setting of an exposure tool; for those masks 27.6 mJ/cm² corresponds to roughly 135 to 220 mJ/cm² in open field. The example thus pairs low contrast with a large photon count. Real resists break several assumptions, and the depth of the minimum is sensitive both to the assumptions and to the chosen parameters:

- If each photon releases a Poisson number of acids with mean 3, and 1200 acids are needed to clear the resist, the re-optimized \(F\) rises 77-fold, while the best diameter moves only to 21.0 nm.
- Reducing the blur radius to 4 nm at the same threshold density leaves 256 threshold photons and raises the re-optimized \(F\) to \(3.3\times10^{-6}\).
- Lowering the image contrast to 0.80 raises the re-optimized \(F\) to \(4.8\times10^{-8}\).
- Dose errors of −5% and +5% from the optimum give \(1.9\times10^{-6}\) and \(8.1\times10^{-7}\).

The absorption density at the bottom of the film is also 20% below that at the top, or about 11% below the film mean. That is nearly half the centre margin, \((A-n)/A=24\%\), and its effect on \(F\) was not calculated. Variations in resist composition, development and etching are left out as well. The absolute rates are therefore properties of the model, not predictions for a production process, and the best diameter of a real array has to be found with its own failure criteria. The values for the two-disk model and the low-count simulation are in the numerical output below.

## Computed values

```
pitch 40 nm; blur radius 5 nm; image contrast 0.85
wavelength 13.5 nm; photon energy 91.84 eV
absorbed fraction 0.20; threshold 400 photons; holes 1e+07
incident photons per nm2 per mJ/cm2: 0.6796
blurred contrast M 0.7861; centre/wall ratio r 1.7861
wall and centre counts per mJ/cm2: 10.675, 19.067
printable dose range: 20.98 to 37.47 mJ/cm2
optimum dose 27.565 mJ/cm2; numerical minimum 27.565 mJ/cm2
optimum diameter 21.094 nm; many-photon limit 21.226 nm
centre and wall means at optimum: 525.6, 294.3 photons
missing per hole at optimum: 4.802e-09
merging per wall at optimum: 2.871e-09; per hole (two walls): 5.741e-09
total F at optimum: 1.054e-08 per hole; array failure 0.1001
missing/merging at optimum: 0.836; estimate 0.842
equal-rate crossing: 21.061 nm at 27.544 mJ/cm2
D (nm), dose (mJ/cm2), missing/hole, merging/hole, array failure:
  17, 25.24, 6.44e-05, 1.36e-13, 1.000e+00
  19, 26.32, 1.14e-06, 2.78e-11, 1.000e+00
  21, 27.51, 6.31e-09, 4.56e-09, 1.030e-01
  23, 28.79, 1.02e-11, 4.93e-07, 9.928e-01
  25, 30.15, 5.01e-15, 2.97e-05, 1.000e+00
critical threshold count: 4.95 photons (example)
critical threshold count for r=1.1: 157.5 photons
best threshold at 30 mJ/cm2: 436; balance line 435.23 photons
depth exponent per threshold photon: 0.04186
F at optimum for threshold 800 photons: 4.040e-16 per hole
Neglected effects (F per hole):
  random acid yield, mean 3 per photon: 8.166e-07 (re-optimized)
  acid-yield factor 77.4; optimum 21.00 nm
  dose error -5%: 1.903e-06; +5%: 8.052e-07
  image contrast 0.80: 4.798e-08 (re-optimized)
  blur radius 4 nm, threshold 256 photons: 3.314e-06
  bottom/top absorption density in film: 0.80
Low-count simulation: threshold 30 photons, 4000 hole pairs
relative dose, missing/hole, merging/hole (two walls), total/hole:
  0.600, 0.5365, 0.0000, 0.5365
  0.900, 0.0006, 0.0000, 0.0006
  1.500, 0.0000, 1.2845, 1.2845
single-disk minimum at low count: 0.1655 per hole
single-disk optimum at low count: 19.40 nm
whole-field optimum on dose grid: 14.12 nm
relative dose grid step: 0.075
```
